# Why electrons cannot follow an abrupt donor step in silicon: verification in Python

```python
"""
Result under test: at an abrupt donor step (N1 for x<0, N2<N1 for x>0)
the electron density cannot follow the donors. Linearized screening gives
    u = ln(N1/N2) - A exp(x/L1)  for x<0,   u = B exp(-x/L2)  for x>0,
    A = U L1/(L1+L2),  B = U L2/(L1+L2),  field = VT U/(L1+L2).
u: potential / VT, zero in the light bulk; n = N2 exp(u); U = ln(N1/N2);
VT = kT/q; Li = sqrt(eps VT/(q Ni)): Debye length of side i.
Internal units: cm, V, C, F/cm. Donors are fully ionized in the model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

q = const.e
eps = 11.7 * const.epsilon_0 / 100.0      # silicon permittivity, F/cm
NM = 1e-7                                 # one nanometre in cm


def thermal_voltage(temperature):
    return const.k * temperature / q


def debye(density, vt):
    return np.sqrt(eps * vt / (q * density))


def linear_step(n1, n2, vt):
    """A, B, interface field and transferred electrons per area."""
    step = np.log(n1 / n2)
    l1, l2 = debye(n1, vt), debye(n2, vt)
    field = vt * step / (l1 + l2)
    return step*l1/(l1+l2), step*l2/(l1+l2), field, eps*field/q


def nonlinear_step(n1, n2, vt):
    """Same four quantities from the first integral of the full equation."""
    step = np.log(n1 / n2)
    a = 1.0 - step / np.expm1(step)
    field = vt / debye(n1, vt) * np.sqrt(2.0 * (np.exp(-a) + a - 1.0))
    return a, step - a, field, eps * field / q


def grid(half_width, cells):
    """Even number of nodes; x=0 lies midway between two of them."""
    h = 2.0 * half_width / cells
    return (np.arange(cells) + 0.5) * h - half_width


def solve_poisson(x, donors, n_ref, vt, linear=False):
    """Finite-difference Poisson equation with n = n_ref exp(u).
    One Newton step from local neutrality is the linear screening equation."""
    h = x[1] - x[0]
    g = q * h**2 / (eps * vt)
    u = np.log(donors / n_ref)
    for _ in range(1 if linear else 60):
        n = n_ref * np.exp(u)
        residual = np.zeros_like(u)
        residual[1:-1] = (u[2:] - 2*u[1:-1] + u[:-2]
                          - g * (n - donors)[1:-1])
        bands = np.ones((3, len(u)))
        bands[1, 1:-1] = -2.0 - g * n[1:-1]
        bands[0, 1] = 0.0
        bands[2, -2] = 0.0
        change = solve_banded((1, 1), bands, -residual)
        u = u + change
        if np.max(np.abs(change)) < 1e-9:
            break
    assert linear or np.max(np.abs(change)) < 1e-9
    return u


def abrupt(x, n1, n2):
    return np.where(x < 0, n1, n2)


def middle(values):
    m = len(values) // 2
    return 0.5 * (values[m - 1] + values[m])


T = 300.0
VT = thermal_voltage(T)
N1, N2 = 1.5e14, 1.0e14
U = np.log(N1 / N2)
L1, L2 = debye(N1, VT), debye(N2, VT)
A, B, E0, SHEET = linear_step(N1, N2, VT)
A_nl, B_nl, E_nl, SHEET_nl = nonlinear_step(N1, N2, VT)

# Linear profile and transferred charge against the discretized equation.
x = grid(12 * L2, 9600)
h = x[1] - x[0]
donors = abrupt(x, N1, N2)
right = x > 0
u_lin = solve_poisson(x, donors, N2, VT, linear=True)
formula = np.where(x < 0, U - A*np.exp(-np.abs(x)/L1), B*np.exp(-np.abs(x)/L2))
assert np.max(np.abs(u_lin - formula)) < 1e-4
sheet_lin_num = h * np.sum(N2 * u_lin[right])
assert abs(sheet_lin_num / SHEET - 1) < 1e-3

# Full equation: interface potential and charge for a small and a large step.
u_full = solve_poisson(x, donors, N2, VT)
NB = 1.0e16
u_big = solve_poisson(x, abrupt(x, NB, N2), N2, VT)
for u_num, heavy in ((u_full, N1), (u_big, NB)):
    a, b, field, sheet = nonlinear_step(heavy, N2, VT)
    assert abs(middle(u_num) - b) < 2e-3
    numeric_sheet = h * np.sum(N2 * np.expm1(u_num[right]))
    assert abs(numeric_sheet / sheet - 1) < 3e-3

# Error of the linear heavy-side share, from the numerical full solution.
for small in (0.2, 0.4):
    heavy = N2 * np.exp(small)
    u_small = solve_poisson(x, abrupt(x, heavy, N2), N2, VT)
    error = small - middle(u_small) - linear_step(heavy, N2, VT)[0]
    assert abs(error / (small**2 / 24) - 1) < 0.03

# Spurious density jump of the linear model, from its numerical solution.
# Each side is extrapolated half a cell to x=0.
m = len(x) // 2
u_left = 1.5 * u_lin[m - 1] - 0.5 * u_lin[m - 2]
u_right = 1.5 * u_lin[m] - 0.5 * u_lin[m + 1]
jump_num = N1 * (1 + u_left - U) - N2 * (1 + u_right)
jump = N2 * np.exp(U / 2) * (2 * np.sinh(U / 2) - U)
assert abs(jump_num - jump) < 0.03 * jump

# The electron density is continuous: its node-to-node change halves with h.
changes = []
for cells in (2400, 4800):
    xc = grid(12 * L2, cells)
    nc = N2 * np.exp(solve_poisson(xc, abrupt(xc, N1, N2), N2, VT))
    changes.append(nc[cells // 2 - 1] - nc[cells // 2])
assert abs(changes[0] / changes[1] - 2) < 0.03

# Thermal spreading: the transferred charge scales as the root of T.
vt_cold = thermal_voltage(T / 2)
u_cold = solve_poisson(x, donors, N2, vt_cold)
cold_ratio = np.sum(np.expm1(u_cold[right])) / np.sum(np.expm1(u_full[right]))
assert abs(cold_ratio - np.sqrt(0.5)) < 2e-3


def graded(x, width):
    return N2 + 0.5 * (N1 - N2) * (1 - np.tanh(x / width))


# Slowly varying doping: departure follows L^2 (ln N)''.
slow_width = 20 * L2
xs = grid(120 * L2, 12000)
Ns = graded(xs, slow_width)
us = solve_poisson(xs, Ns, N2, VT)
departure = np.expm1(us - np.log(Ns / N2))
curvature = np.gradient(np.gradient(np.log(Ns), xs), xs)
law = debye(Ns, VT)**2 * curvature
assert np.max(np.abs(departure - law)) < 0.05 * np.max(np.abs(law))
assert np.max(np.abs(departure)) < 0.01 * (1 - np.exp(-A_nl))

# Neglected effects, sized for the example.
width = 100 * NM
u_graded = solve_poisson(x, graded(x, width), N2, VT)
E_graded = VT * np.max(np.abs(np.diff(u_graded))) / h
assert E_graded < E_nl
coulomb = q / (4 * np.pi * eps)
variance = quad(lambda s: 4*np.pi*N2*L2*coulomb**2*np.exp(-2*s), 0, 30)[0]
rms = np.sqrt(variance)
assert abs(rms / (VT / np.sqrt(8*np.pi*N2*L2**3)) - 1) < 1e-6
mass_dos, mass_light = 1.08, 0.19
kT = const.k * T
Nc = 2 * (2*np.pi*mass_dos*const.m_e*kT / const.h**2)**1.5 * 1e-6
ratio = 2 * N1 / Nc * np.exp(0.045 / VT)
neutral = ratio / (1 + ratio)
degeneracy = N1 / (2**1.5 * Nc)
wavelength = const.h / np.sqrt(2*np.pi*mass_light*const.m_e*kT) * 1e9
ni, T_hot, gap = 1e10, 425.0, 1.21
ni_hot = ni * (T_hot/T)**1.5 * np.exp(
    gap / 2 * (1/VT - 1/thermal_voltage(T_hot)))
E_hot = linear_step(N1, N2, thermal_voltage(T_hot))[2]

print(f"temperature: {T:.0f} K; relative permittivity: 11.7")
print(f"heavy donors N1: {N1:.2e} cm^-3; light N2: {N2:.2e} cm^-3")
print(f"thermal voltage: {VT*1e3:.3f} mV")
print(f"U = ln(N1/N2): {U:.4f}; potential step: {U*VT*1e3:.2f} mV")
print(f"Debye length L1: {L1/NM:.1f} nm; L2: {L2/NM:.1f} nm")
print(f"linear A: {A:.4f}; B: {B:.4f}")
print(f"linear potential shares: {A*VT*1e3:.2f} and {B*VT*1e3:.2f} mV")
print(f"linear interface field: {E0:.1f} V/cm")
print(f"linear transferred electrons: {SHEET:.3e} cm^-2")
print(f"same, numerical linear equation: {sheet_lin_num:.3e} cm^-2")
print(f"linear n at 0-: {N1*(1-A):.4e} cm^-3")
print(f"linear n at 0+: {N2*(1+B):.4e} cm^-3")
print(f"spurious linear density jump: {jump:.2e} cm^-3")
print(f"nonlinear A: {A_nl:.4f}; B: {B_nl:.4f}")
print(f"nonlinear n at 0: {N2*np.exp(B_nl):.4e} cm^-3")
print(f"nonlinear interface field: {E_nl:.1f} V/cm")
print(f"nonlinear transferred electrons: {SHEET_nl:.3e} cm^-2")
print("x (nm), donors, linear n, nonlinear n (all cm^-3):")
for position in (-1000, -500, -200, 200, 500, 1000):
    xp = position * NM
    N_here = N1 if xp < 0 else N2
    v = -A*np.exp(xp/L1) if xp < 0 else B*np.exp(-xp/L2)
    n_full = N2 * np.exp(np.interp(xp, x, u_full))
    print(f"{position:6d} {N_here:.3e} {N_here*(1+v):.3e} {n_full:.3e}")
print(f"transferred charge, {T/2:.0f} K over {T:.0f} K: {cold_ratio:.4f}")
print(f"slow doping: tanh width {slow_width/NM:.0f} nm")
print(f"slow doping: largest |n-N|/N {100*np.max(np.abs(departure)):.4f} %")
print(f"slow doping: L^2 (ln N)'' gives {100*np.max(np.abs(law)):.4f} %")
Ab, Bb, Eb, Sb = linear_step(NB, N2, VT)
An, Bn, En, Sn = nonlinear_step(NB, N2, VT)
print(f"large step: {NB:.1e} to {N2:.1e} cm^-3, U {np.log(NB/N2):.3f}")
print(f"large step A: linear {Ab:.4f}, nonlinear {An:.4f}")
print(f"large step B: linear {Bb:.4f}, nonlinear {Bn:.4f}")
print(f"large step field: linear {Eb:.0f}, nonlinear {En:.0f} V/cm")
print(f"large step linear n at 0-: {NB*(1-Ab):.3e} cm^-3")
print(f"large step linear n at 0+: {N2*(1+Bb):.3e} cm^-3")
print(f"large step nonlinear n at 0: {N2*np.exp(Bn):.3e} cm^-3")
print(f"neglected: donor transition, tanh width {width/NM:.0f} nm (rough)")
print(f"  peak field with it: {E_graded:.1f} V/cm")
print(f"  reduction from abrupt nonlinear: {100*(1-E_graded/E_nl):.1f} %")
print(f"neglected: random donors, donors per L2^3: {N2*L2**3:.2f}")
print(f"  rms local potential, light side: {rms*1e3:.2f} mV")
print(f"neglected: neutral donor fraction (45 meV level): {neutral:.1e}")
print(f"neglected: relative degeneracy correction: {degeneracy:.1e}")
print(f"neglected: holes/electrons, light side, 300 K: {(ni/N2)**2:.1e}")
print(f"rough intrinsic density at {T_hot:.0f} K: {ni_hot:.1e} cm^-3")
print(f"  holes/electrons there, roughly: {(ni_hot/N2)**2:.1e}")
print(f"  linear interface field at {T_hot:.0f} K: {E_hot:.1f} V/cm")
print(f"neglected: thermal wavelength (mass 0.19): {wavelength:.1f} nm")
print(f"  thermal wavelength / L1: {wavelength*NM/L1:.3f}")
print(f"field / rough breakdown field of 2e5 V/cm: {E0/2e5:.1e}")
print("done: every assertion held")
```

Output:

```
temperature: 300 K; relative permittivity: 11.7
heavy donors N1: 1.50e+14 cm^-3; light N2: 1.00e+14 cm^-3
thermal voltage: 25.852 mV
U = ln(N1/N2): 0.4055; potential step: 10.48 mV
Debye length L1: 333.8 nm; L2: 408.8 nm
linear A: 0.1823; B: 0.2232
linear potential shares: 4.71 and 5.77 mV
linear interface field: 141.1 V/cm
linear transferred electrons: 9.126e+08 cm^-2
same, numerical linear equation: 9.126e+08 cm^-2
linear n at 0-: 1.2266e+14 cm^-3
linear n at 0+: 1.2232e+14 cm^-3
spurious linear density jump: 3.41e+11 cm^-3
nonlinear A: 0.1891; B: 0.2164
nonlinear n at 0: 1.2416e+14 cm^-3
nonlinear interface field: 141.9 V/cm
nonlinear transferred electrons: 9.178e+08 cm^-2
x (nm), donors, linear n, nonlinear n (all cm^-3):
 -1000 1.500e+14 1.486e+14 1.485e+14
  -500 1.500e+14 1.439e+14 1.436e+14
  -200 1.500e+14 1.350e+14 1.350e+14
   200 1.000e+14 1.137e+14 1.140e+14
   500 1.000e+14 1.066e+14 1.064e+14
  1000 1.000e+14 1.019e+14 1.018e+14
transferred charge, 150 K over 300 K: 0.7071
slow doping: tanh width 8177 nm
slow doping: largest |n-N|/N 0.0353 %
slow doping: L^2 (ln N)'' gives 0.0357 %
large step: 1.0e+16 to 1.0e+14 cm^-3, U 4.605
large step A: linear 0.4187, nonlinear 0.9535
large step B: linear 4.1865, nonlinear 3.6517
large step field: linear 2647, nonlinear 5206 V/cm
large step linear n at 0-: 5.813e+15 cm^-3
large step linear n at 0+: 5.187e+14 cm^-3
large step nonlinear n at 0: 3.854e+15 cm^-3
neglected: donor transition, tanh width 100 nm (rough)
  peak field with it: 118.9 V/cm
  reduction from abrupt nonlinear: 16.2 %
neglected: random donors, donors per L2^3: 6.83
  rms local potential, light side: 1.97 mV
neglected: neutral donor fraction (45 meV level): 6.1e-05
neglected: relative degeneracy correction: 1.9e-06
neglected: holes/electrons, light side, 300 K: 1.0e-08
rough intrinsic density at 425 K: 1.6e+13 cm^-3
  holes/electrons there, roughly: 2.7e-02
  linear interface field at 425 K: 168.0 V/cm
neglected: thermal wavelength (mass 0.19): 9.9 nm
  thermal wavelength / L1: 0.030
field / rough breakdown field of 2e5 V/cm: 7.1e-04
done: every assertion held
```
